# Exponential wings and Gaussian core in dopant diffusion by rare migration

## 1. One atom, one migration

Put a substitutional dopant atom at $x=0$ and let it become mobile once. While mobile it diffuses with diffusivity $D_m$, and it is recaptured at rate $r$. Where does it come to rest?

If the mobile time were fixed at $t$, the answer would be the diffusion Gaussian

$$G(x,t)=\frac{e^{-x^2/4D_mt}}{\sqrt{4\pi D_mt}} .$$

The mobile time is random, with probability density $re^{-rt}$, so the resting place has density $f_1(x)=r\,q(x)$ with $q=\int_0^\infty e^{-rt}G\,dt$. Since $D_mG''=\partial_tG$,

$$D_mq''-rq=\int_0^\infty\!\big(e^{-rt}\partial_tG-re^{-rt}G\big)dt=\big[e^{-rt}G\big]_0^\infty=-\delta(x).$$

Away from the origin the decaying solution is $q=Ae^{-|x|/\lambda}$, with

$$\lambda=\sqrt{D_m/r}.$$

Integrating across $x=0$ gives the slope jump $-2AD_m/\lambda=-1$, so $A=\lambda/2D_m$. With $r\lambda/2D_m=1/2\lambda$,

$$f_1(x)=\frac{e^{-\xi}}{2\lambda},\qquad \xi=\frac{|x|}{\lambda}.$$

The exponential is thus a mixture of Gaussians. Distant places are reached by the atoms that stayed mobile unusually long. How long follows from $q$ as a function of $r$, $q=e^{-|x|\sqrt{r/D_m}}/(2\sqrt{rD_m})$. Differentiating $\int e^{-rt}G\,dt$ with respect to $r$ brings down $-t$, so the mean duration of a migration that ends at $x$ is

$$-\frac{\partial\ln q}{\partial r}=\frac{|x|}{2\sqrt{rD_m}}+\frac1{2r}=\frac{1+\xi}{2r}.$$

An exponential wing can therefore exist at $\xi$ only after a time well above $(1+\xi)/2r$.

## 2. A layer of atoms, with the waiting included

Now take a delta layer, all atoms substitutional at $t=0$, in an unbounded, uniform medium and so dilute that the atoms do not affect one another. Each becomes mobile at rate $g$. Per atom of the layer, the substitutional density $s$ and the mobile density $m$ obey

$$\partial_ts=-gs+rm,\qquad \partial_tm=D_mm''-rm+gs .$$

A first check needs no profile. The mobile fraction $M=\int m\,dx$ satisfies $\dot M=g(1-M)-rM$ with $M(0)=0$, so

$$M=\frac{g}{g+r}\big(1-e^{-(g+r)t}\big).$$

Multiply the sum of the rate equations by $x^2$ and integrate by parts twice: $d\langle x^2\rangle/dt=2D_mM$. Hence

$$\langle x^2\rangle=\frac{2D_mg}{g+r}\left[t-\frac{1-e^{-(g+r)t}}{g+r}\right].$$

For $(g+r)t\ll1$ the bracket is $(g+r)t^2/2$ and $\langle x^2\rangle\approx D_mgt^2$: few atoms are mobile yet, and none has been so for long. For $rt\gg1$ and $r\gg g$ it becomes $2g\lambda^2t$, ordinary diffusion with

$$D=g\lambda^2 .$$

The variance has this diffusive value even when most atoms have never moved, so it cannot reveal the shape.

The two rate equations were also solved numerically on a spatial grid. With $g=1$, $r=3$, $t=0.7$ and $\lambda=1$, the computed variance agrees with the formula to within $10^{-7}$. The grid also tests the time needed to form the wing: at $rt=0.5$, with $g/r=10^{-3}$, the substitutional density at $\xi=6$ is less than a tenth of the exponential estimate $gt\,e^{-\xi}/2\lambda$.

## 3. Any number of migrations

Use $s_k=\int s\,e^{-ikx}dx$ and likewise $m_k$. Then $m''\to-k^2m_k$, and solutions proportional to $e^{\mu t}$ require

$$(\mu+g)(\mu+r+D_mk^2)=gr .$$

One root is fast, near $-(r+D_mk^2)$. The other has $|\mu|\le g\ll r$, so $\mu$ may be dropped in the second factor:

$$\mu\approx-g+\frac{gr}{r+D_mk^2}=-g\,\frac{\lambda^2k^2}{1+\lambda^2k^2}.$$

For $g/r=10^{-4}$ and $\lambda k=0.3,\,1,\,3$ this agrees with the numerical eigenvalue to a relative $3\times10^{-4}$.

How much of $s_k$ is in the fast mode? Its amplitude $B$ follows from $s_k(0)=1$ and $\dot s_k(0)=-g$. Solving $(1-B)\mu+B\mu_f=-g$ gives $B=(g+\mu)/(\mu-\mu_f)$, which is of order $g/r$ or smaller. For $r\gg g$ and $rt\gg1$ the profile $P$ therefore has the transform

$$P_k=\exp\!\left[-\tau\frac{\lambda^2k^2}{1+\lambda^2k^2}\right],\qquad \tau=gt .$$

A small error in $P_k$ does not by itself guarantee a small relative error far out, where $P$ is tiny. There the condition on duration from section 1 is needed as well.

To read the result, write the fraction as $1-1/(1+\lambda^2k^2)$ and expand:

$$P_k=e^{-\tau}\sum_{n=0}^\infty\frac{\tau^n}{n!}\,\frac1{(1+\lambda^2k^2)^n}.$$

The transform of $f_1$ is

$$\frac1{2\lambda}\left[\frac1{1/\lambda+ik}+\frac1{1/\lambda-ik}\right]=\frac1{1+\lambda^2k^2},$$

so the $n$th term belongs to $n$ independent migrations, and their number is Poisson distributed with mean $\tau$. With $f_n$ the $n$-fold convolution of $f_1$,

$$P(x,t)=e^{-\tau}\delta(x)+e^{-\tau}\sum_{n\ge1}\frac{\tau^n}{n!}f_n(x).$$

If $g$ varies in time while $\lambda$ stays fixed, each mode obeys $\dot s_k=-g(t)\,s_k\,\lambda^2k^2/(1+\lambda^2k^2)$. The same profile then holds with $\tau=\int g\,dt$, provided $g\ll r$ throughout.

**A form that can be evaluated at any $\tau$.** Use

$$\frac1{(1+\lambda^2k^2)^n}=\int_0^\infty\frac{u^{n-1}}{(n-1)!}e^{-u(1+\lambda^2k^2)}du ,$$

where $u$ is the total mobile time in units of $1/r$. The inverse transform of $e^{-u\lambda^2k^2}$ is $e^{-\xi^2/4u}/(\lambda\sqrt{4\pi u})$. The sum over $n$ is a modified Bessel function,

$$\sum_{n\ge1}\frac{\tau^nu^{n-1}}{n!\,(n-1)!}=\sqrt{\frac{\tau}{u}}\;I_1(2\sqrt{\tau u}).$$

With $u=w^2$, $du=2w\,dw$, the moved part is

$$\lambda P=\int_0^\infty\!dw\,\frac{\sqrt\tau}{\sqrt\pi\,w}\,I_1(2\sqrt\tau\,w)\,e^{-\tau-w^2-\xi^2/4w^2}.$$

The grid solution with $r/g=10^4$ was compared with this integral at $\tau=0.1,\,1,\,5$ and $\xi=1,\,2,\,4,\,6$. The largest relative deviation is 0.28 %.

## 4. The limit of few events

For $\tau\ll1$ an unmoved spike of weight $e^{-\tau}$ stands on wings $\tau e^{-\xi}/2\lambda$. How far out does one event suffice? For two events, in units of $\lambda$,

$$f_2=\frac14\int_{-\infty}^{\infty}e^{-|y|-|\xi-y|}dy=\frac14\left[\frac{e^{-\xi}}2+\xi e^{-\xi}+\frac{e^{-\xi}}2\right]=\frac{(1+\xi)e^{-\xi}}4 ,$$

the three pieces coming from $y<0$, $0<y<\xi$ and $y>\xi$. The ratio of the two-event to the one-event term is

$$\frac{(\tau^2/2)f_2}{\tau f_1}=\frac{\tau(1+\xi)}4 .$$

This must be small, so the pure exponential fails at $\xi\sim4/\tau$ even at short times. To first order in $\tau$,

$$-\frac{d\ln P}{d\xi}=1-\frac{d}{d\xi}\,\frac{\tau(1+\xi)}4=1-\frac\tau4 ,$$

and the apparent decay length is $\lambda(1+\tau/4)$. A line fitted to the wing overestimates $\lambda$ by this factor.

"Short times" therefore has two sides, $1/r\ll t\ll1/g$. Earlier, the wing has not formed; later, repeated migrations reshape it.

## 5. The limit of many events

Expand the exponent of $P_k$ for small $k$:

$$\ln P_k=-\tau\lambda^2k^2+\tau\lambda^4k^4-\dots$$

Comparison with the cumulant series $-\kappa_2k^2/2+\kappa_4k^4/24$ gives $\kappa_2=2\tau\lambda^2$ and $\kappa_4=24\tau\lambda^4$. The excess kurtosis, which is zero for a Gaussian, is

$$\frac{\kappa_4}{\kappa_2^2}=\frac6\tau .$$

For the shape, keep the quartic term to first order, $P_k\approx e^{-\tau\lambda^2k^2}(1+\tau\lambda^4k^4)$. A factor $k^4$ is a fourth derivative in $x$. Let $G_\sigma$ be the Gaussian with $\sigma^2=2\tau\lambda^2$ and $z=x/\sigma$. Its fourth derivative is $\sigma^{-4}(z^4-6z^2+3)G_\sigma$, and $\tau\lambda^4/\sigma^4=1/4\tau$, so

$$P\approx G_\sigma\left[1+\frac{z^4-6z^2+3}{4\tau}\right].$$

The centre is higher than the Gaussian by $3/4\tau$, the shoulders are lower, and beyond them the profile is higher again. At $\tau=200$ the integral formula gives a central excess of $0.75/\tau$, with the coefficient confirmed to within 0.02.

## 6. How far out the Gaussian reaches

The correction grows as $z^4/4\tau$, so the Gaussian must fail somewhere at every $\tau$. Invert the transform along a line shifted to $\lambda k=iu$ with $0<u<1$. The exponent becomes

$$\varphi(u)=\frac{\tau u^2}{1-u^2}-u\xi ,$$

and the integral is dominated by the point where $\varphi'(u)=0$.

*Moderate distance.* For small $u$, $\varphi\approx\tau(u^2+u^4)-u\xi$. The quadratic part is stationary at $u_0=\xi/2\tau$, which gives

$$\varphi\approx-\frac{\xi^2}{4\tau}+\frac{\xi^4}{16\tau^3}.$$

The first term is the Gaussian. The second equals $z^4/4\tau$, in agreement with section 5, and reaches 1 at

$$|x|=2\lambda\tau^{3/4}.$$

Measured in standard deviations this edge moves out only as $\tau^{1/4}$.

How sharp is it? At next order $\varphi$ gains $\tau u_0^6$ directly and loses $(4\tau u_0^3)^2/4\tau=4\tau u_0^6$ because the stationary point shifts, in total $-3\tau u_0^6$. The prefactor $\varphi''^{-1/2}$, with $\varphi''\approx2\tau(1+6u^2)$, adds $-3u_0^2$ to the logarithm. At the edge $u_0=\tau^{-1/4}$, so $\ln(P/G_\sigma)\approx1-6/\sqrt\tau$. At $\tau=10^5$ the integral formula gives 1 to within 0.03, as it should. At $\tau$ below a hundred the edge is a rough marker.

*Great distance, $\xi\gg\tau$ and $\tau\xi\gg1$.* The second condition makes the exponent vary strongly enough for one point to dominate; without it the few-event result of section 4 applies. Now $u=1-\varepsilon$ with small $\varepsilon$, and $1-u^2\approx2\varepsilon$. The terms that depend on $\varepsilon$ are $\varepsilon\xi+\tau/2\varepsilon$, smallest at $\varepsilon=\sqrt{\tau/2\xi}$, so to leading order

$$\ln P\approx-\xi+\sqrt{2\tau\xi}.$$

The inverse local decay length is $(1-\sqrt{\tau/2\xi})/\lambda$, which returns to $1/\lambda$ far out. For $\tau=1$, $\xi=500$ the formula gives 0.968 in units of $1/\lambda$, and the integral agrees to within 0.003. The prefactor steepens the decay slightly: $\varphi''\approx\tau/\varepsilon^3\propto\xi^{3/2}$, so $P$ carries a factor $\xi^{-3/4}$, which adds $3/4\xi$ to the slope.

Thus the core becomes Gaussian while the far wings stay exponential in character. The slope keeps this form for $\xi\ll rt$; beyond that the finite time available for migration cuts the wing off. The height of the far wing needs more. About $\sqrt{\tau\xi/2}$ migrations with a total mobile time near $\xi/2r$ must fit into $t$, which lowers $P$ by roughly $\exp[-\xi\sqrt{\tau\xi/2}/2rt]$, so the formula for $P$ itself requires $\xi\sqrt{\tau\xi}\ll rt$ as well.

## 7. Boron in silicon at 800 °C

Take a boron delta layer in epitaxial silicon, 300 nm below the surface, with sheet density $2\times10^{11}$ cm⁻². The parameters are rough typical values: $\lambda=5$ nm, $g=2\times10^{-4}$ s⁻¹, $D_m=10^{-6}$ cm²/s $=10^8$ nm²/s. Then

$$r=\frac{10^8}{5^2}=4\times10^6\ \mathrm{s^{-1}},\qquad D=2\times10^{-4}\times5^2=5\times10^{-3}\ \mathrm{nm^2/s}=5\times10^{-17}\ \mathrm{cm^2/s}.$$

The mobile fraction is $5\times10^{-11}$, and a migration that ends 20 nm away lasts 0.6 µs on average. Both conditions, $r\gg g$ and $rt\gg1$, hold with a wide margin. The table compares the model with the Gaussian of equal $D$.

| Anneal | $\tau$ | Depth from layer (nm) | Model (cm⁻³) | Gaussian (cm⁻³) |
|---|---|---|---|---|
| 10 min | 0.12 | 20 | $4.5\times10^{14}$ | $1.1\times10^{3}$ |
| 2 h | 1.44 | 20 | $6.3\times10^{15}$ | $5.8\times10^{15}$ |
| 2 h | 1.44 | 40 | $2.9\times10^{14}$ | $1.4\times10^{12}$ |
| 100 h | 72 | 0 | $1.344\times10^{16}$ | $1.330\times10^{16}$ |
| 100 h | 72 | 60 | $8.01\times10^{15}$ | $8.07\times10^{15}$ |
| 100 h | 72 | 250 | $3.9\times10^{12}$ | $2.3\times10^{12}$ |

**Ten minutes.** 89 % of the atoms have not moved. At 20 nm, $\xi=4$, and the one-event term is

$$\frac{2\times10^{11}}{5\times10^{-7}}\times0.12\times0.887\times\frac{e^{-4}}2=3.9\times10^{14}\ \mathrm{cm^{-3}}.$$

The two-event term adds $0.12\times5/4=15\,\%$ of this; three or more events supply the last percent. The local decay length is 5.15 nm, as $\lambda(1+\tau/4)$ predicts. The Gaussian has the same variance, with an rms spread of 2.45 nm, yet at 20 nm it is too low by a factor of $4\times10^{11}$.

**Two hours.** The near agreement at 20 nm is no sign of a Gaussian shape: 24 % of the atoms are still in the spike, and at 40 nm the model is 200 times higher. Between 40 and 60 nm the density falls to $1.16\times10^{13}$ cm⁻³, a mean decay length of $20/\ln(24.8)=6.2$ nm. Section 6 gives the same at $\xi=10$: the slope is $1-0.268+0.075=0.807$, and $5/0.807=6.2$ nm.

**One hundred hours.** The spread is 60 nm. The centre lies 1.07 % above the Gaussian, close to $3/4\tau=1.04\,\%$. At one standard deviation the predicted change is $-2/(4\times72)=-0.7\,\%$, as the table shows. The edge of the core is estimated at 247 nm. At 250 nm the model exceeds the Gaussian by a factor 1.7, less than the leading-order $e^{1.05}=2.9$, because $6/\sqrt\tau=0.7$ is not small here.

## 8. What a real layer changes

In real silicon, boron becomes mobile with the help of self-interstitials, so $g$ depends on their supply and need not be constant or accurately known. If a rough activation energy of 3.5 eV is assigned to $g$, an anneal 5 K too hot raises it by 19 %. This value is roughly that of $D=g\lambda^2$; if $\lambda$ shrinks on heating, $g$ has a larger activation energy and rises more. If excess interstitials raise $g$ fivefold for the first minute of ten, $\tau$ grows from 0.12 to $2\times10^{-4}(5\times60+540)=0.168$, or by 40 %. To leading order the wing height follows $\tau$, while its slope hardly changes. A wing therefore determines $\lambda$ more reliably than it determines $g$, if $\lambda$ itself stays constant.

The acceptor sheet also attracts holes. With band bending $y$ in units of $k_BT$ and screening length $L=\sqrt{\epsilon k_BT/2e^2n_i}$, Poisson's equation outside the sheet is $y''=\sinh y/L^2$. It integrates to $|y'|=(2/L)\sinh(y/2)$. The sheet charge, with half its field on each side, fixes $|y'|=e^2N_s/2\epsilon k_BT=N_s/4n_iL^2$ at the layer, so $y_0=2\,\mathrm{arsinh}(N_s/8n_iL)$. For a rough $n_i=2\times10^{18}$ cm⁻³, $L=3.9$ nm and the hole density at such a uniformly charged sheet is 6.7 % above $n_i$. The real acceptors are separate charges. If they are placed at random, the nearest neighbour is on average $1/(2\sqrt{N_s})=11$ nm away, well beyond $L$, so the uniform sheet gives only an order of magnitude: most atoms feel less of their neighbours' charge, and the minority with a close neighbour feel more. If $g$ is proportional to the hole density, its average rise is of the order of ten percent or less. Denser layers would break the dilute assumption.

Other effects act on the measured shape:

- A Gaussian initial layer of rms width $w_0$ multiplies the wing by $e^{w_0^2/2\lambda^2}$, the average of $e^{x_0/\lambda}$ over starting points $x_0$. For 1 nm this is 2 %.
- Sputter depth profiling smears the layer towards greater depth, here with an assumed exponential tail of length $\ell=1.5$ nm. For $\ell<\lambda$ the deep wing keeps its slope and is multiplied by $\int_0^\infty e^{-y/\ell+y/\lambda}dy/\ell=1/(1-\ell/\lambda)=1.43$. After ten minutes the one-event wing exceeds the smeared spike beyond 7.9 nm (7.7 nm with all events counted), and the spike still adds 5 % at 14 nm, so a fit for $\lambda$ should start well beyond the crossing.
- After 100 h a fraction $1.2\times10^{-6}$ would lie more than 300 nm away on the surface side, so the loss of boron through the surface is negligible in this example. The surface can still matter by changing the supply of self-interstitials, and with it $g$.

The full set of values is in the numerical output.

## Numbers as computed

```
temperature 1073.15 K = 800 C
lambda 5.0 nm, g 2.0e-04 1/s, Dm 1.0e-06 cm2/s
sheet density 2.0e+11 1/cm2, layer depth 300 nm
recapture rate r 4.00e+06 1/s, mobile fraction 5.0e-11
effective D = g lambda^2: 5.00e-03 nm2/s = 5.00e-17 cm2/s
ANNEAL 600 s = 0.167 h: events per atom 0.120
  unmoved fraction 8.869e-01, rms spread 2.45 nm, excess kurtosis 50.000
  at 10 nm: model 3.152e+15, Gaussian 7.830e+13 1/cm3
  at 20 nm: model 4.521e+14, Gaussian 1.087e+03 1/cm3
  at 30 nm: model 6.479e+13, Gaussian 8.725e-16 1/cm3
ANNEAL 7200 s = 2.000 h: events per atom 1.440
  unmoved fraction 2.369e-01, rms spread 8.49 nm, excess kurtosis 4.167
  at 20 nm: model 6.265e+15, Gaussian 5.847e+15 1/cm3
  at 40 nm: model 2.886e+14, Gaussian 1.405e+12 1/cm3
  at 60 nm: model 1.162e+13, Gaussian 1.306e+06 1/cm3
ANNEAL 360000 s = 100.000 h: events per atom 72.000
  unmoved fraction 5.380e-32, rms spread 60.00 nm, excess kurtosis 0.083
  at 0 nm: model 1.344e+16, Gaussian 1.330e+16 1/cm3
  at 60 nm: model 8.006e+15, Gaussian 8.066e+15 1/cm3
  at 250 nm: model 3.905e+12, Gaussian 2.259e+12 1/cm3
10 min, 20 nm: one-event term alone 3.899e+14 1/cm3
10 min: share of moved atoms with 2+ events 5.88 %
10 min: two/one-event ratio at 20 nm 0.150
10 min: decay length at 20 nm 5.149 nm, lambda(1+tau/4) 5.150 nm
mean duration of a 20 nm migration 6.25e-07 s
100 h: Gaussian core ends near 247 nm
100 h: central excess 3/(4 tau) 1.04 %
NEGLECTED EFFECTS
5 K too hot, rough activation 3.5 eV put in g: g up 19.2 %
g raised 5x for first 60 s of 10 min: events 0.120 -> 0.168
rough n_i 2e+18 1/cm3, eps_r 11.7, screening length 3.87 nm
hole density at sheet above n_i by 6.7 %
layer rms width 1.0 nm: wing up 2.02 %, initial peak 7.98e+17 1/cm3
profiling tail 1.5 nm, 10 min: deep wing times 1.429, wing dominates beyond 7.9 nm
plane spacing 0.136 nm: jumps per migration 2713, decay length up 3.1e-05 (relative)
100 h: fraction beyond 300 nm on one side 1.17e-06, Gaussian 2.87e-07
largest grid-versus-formula deviation 0.28 %
```
